\section*{Double counting in GW+EDMFT and in DFT+DMFT, part 2}

GW+EDMFT adds an impurity model to GW. The question is what must be subtracted so that nothing is counted twice. An index $i=(r,\tau)$ is a discrete point in space and imaginary time. The state is paramagnetic, tr runs over $i$ only, and Hartree atomic units are used. The action
$S=-\sum_{\sigma,ij}\bar c_{i\sigma}(G_0^{-1})_{ij}c_{j\sigma}+\tfrac12\sum_{ij}n_iv_{ij}n_j$
has free sources $G_0^{-1}$ and $v$ (possibly retarded), and $\Omega=-\ln\int e^{-S}$. Further, $G_{ij}=-\langle c_{i\sigma}\bar c_{j\sigma}\rangle$, $\chi_{ij}=\langle n_in_j\rangle-\langle n_i\rangle\langle n_j\rangle$, $W=v-v\chi v$, and outside averages $n_i=2G_{ii}$, taken at $\tau=0^-$. The self-energy is $\Sigma=\Sigma_H+\Sigma^{xc}$, with $(\Sigma_H)_{ij}=\delta_{ij}\sum_kv_{ik}n_k$, and $P$ is the polarization.

The functional $\Gamma[G,W]=F+\Psi[G,W]$, with
\begin{align}
F={}&2\,\mathrm{tr}\ln(-G)-2\,\mathrm{tr}\big[(G_0^{-1}-G^{-1})G\big]+\tfrac12\,nvn\nonumber\\
&-\tfrac12\,\mathrm{tr}\ln(Wv^{-1})+\tfrac12\,\mathrm{tr}(v^{-1}W-1)
\label{F}
\end{align}
and
\begin{equation}
d\Psi=2\,\mathrm{tr}(\Sigma^{xc}dG)-\tfrac12\,\mathrm{tr}(P\,dW),
\label{dPsi}
\end{equation}
is stationary at
\begin{equation}
G^{-1}=G_0^{-1}-\Sigma_H-\Sigma^{xc}[G,W],\qquad W^{-1}=v^{-1}-P[G,W].
\label{dyson}
\end{equation}

$\Psi$ is a sum of closed diagrams with purely numerical coefficients. Each vertex carries one incoming and one outgoing $G$ line and one end of a $W$ line. No diagram falls apart on cutting two $G$ lines, two $W$ lines or one $W$ line. The first two are $\Psi_{GW}[G,W]=-\sum_{ij}G_{ij}G_{ji}W_{ij}$ and
\begin{equation}
\Psi_2=\tfrac12\sum G_{ik}G_{kl}G_{lj}G_{ji}W_{il}W_{kj},\qquad
\Sigma^{(2)}_{ij}=\sum_{kl}G_{ik}G_{kl}G_{lj}W_{il}W_{kj}.
\label{psi2}
\end{equation}

Tests use an exactly solvable three-site model without time, $G_0^{-1}=-A$, in which densities are negative. Orders are measured by halving a small parameter. For one site, with $A=a$, $v=u$ and $y=u/a^2$, $\Sigma=-u/a$ and $\Psi$ is a series in
\begin{equation}
x\equiv g^2w=\frac{y(1+3y^2)}{(1-y)^4}=y+4y^2+13y^3+32y^4+\dots
\label{xy}
\end{equation}

The listed matrices, by rows, are:
$G$: $(-0.8,-0.3,-0.2)$, $(-0.3,-0.7,-0.25)$, $(-0.2,-0.25,-0.9)$;
$W$: $(0.3,0.12,0.08)$, $(0.12,0.25,0.1)$, $(0.08,0.1,0.35)$;
$A$: $(2.2,-0.4,-0.2)$, $(-0.4,2.4,-0.3)$, $(-0.2,-0.3,2.0)$;
$v$: $(0.3,0.1,0.06)$, $(0.1,0.25,0.08)$, $(0.06,0.08,0.35)$.

Q. Now the word ``local''. A diagram is an integral over all space. Which part of it belongs to an atom?

A. That needs a choice, and for a given interaction $v$ it is the one choice in the construction. Fix a real normalized orbital $d_r$ on the correlated site, and orthogonal ones on other sites. Define
\begin{equation}
g(\tau,\tau')=\sum_{rr'}d_r\,G_{ij}\,d_{r'},\qquad
w(\tau,\tau')=\sum_{rr'}d_r^2\,W_{ij}\,d_{r'}^2 .
\label{proj}
\end{equation}
I write $d_i$ for $d_r$ and leave the time arguments implicit. Expand every $G$ line in an orthonormal basis that contains $d$. The local part of a diagram is the term in which all lines carry the labels $dd$, which is the value of the diagram at $G_{ij}=d_i\,g\,d_j$. At a vertex, the incoming and the outgoing line each supply a factor $d_r$. The sum over $r$ then involves only $d_r^2$ and the end of the $W$ line attached there. Both ends together turn $W$ into $w$. What remains is the same diagram, with the same coefficient, built from $g$ and $w$ and summed over times only. This is the $\Psi$ functional of a system with a single orbital:
\begin{equation}
\Psi\big[\,d\,g\,d^{T},W\big]=\Psi_{\rm imp}[g,w].
\label{local}
\end{equation}
The projection of $W$ was not chosen separately; the vertex rule dictates it once $d$ is given. For a shell of orbitals $d^a$ the same argument gives $g_{ab}$ and $w_{ab,cd}=\sum d^a_id^b_iW_{ij}d^c_jd^d_j$.

The test uses $d=(3,2,1)/\sqrt{14}$, for which $g=-1.19286$, $w=0.20168$ and $\Psi_{\rm imp}=-0.252893$. When the part of $G$ outside $d\,g\,d^T$ is scaled down, the difference between the exact three-site $\Psi$ and $\Psi_{\rm imp}$ vanishes with order $1.045$ and extrapolates to $5\times10^{-5}$.

Q. And the impurity model computes this sum?

A. It computes its derivatives. Apply the definitions of the beginning to a one-orbital action with sources $\mathcal G^{-1}$ and $\mathcal U$ in the places of $G_0^{-1}$ and $v$, and tune the sources until its Green's function is $g$ and its screened interaction is $w$. The Dyson definitions read
\begin{equation}
\mathcal G^{-1}=g^{-1}+\Sigma_{\rm imp},\qquad \mathcal U^{-1}=w^{-1}+P_{\rm imp},
\label{weiss}
\end{equation}
and Eq.~(\ref{dPsi}) becomes $d\Psi_{\rm imp}=2\,\mathrm{tr}(\Sigma^{xc}_{\rm imp}dg)-\tfrac12\mathrm{tr}(P_{\rm imp}dw)$. The Hartree term to be removed is that of the impurity's own bare interaction,
\begin{equation}
\Sigma^{xc}_{\rm imp}=\Sigma_{\rm imp}-\mathcal U n_d,\qquad n_d=2g(0^-),
\label{hartree}
\end{equation}
where $\mathcal U$ is taken at zero frequency for a time-independent density. This is the impurity problem of extended DMFT: a fermionic bath and a retarded interaction, both fixed by the target pair $(g,w)$.

Q. So there are two partial sums, $\Psi_{GW}[G,W]$ and $\Psi_{\rm imp}[g,w]$. What do they have in common, and what must be taken away?

A. Label each term of the exact $\Psi$ by its diagram and by the orbital labels on its $G$ lines. $\Psi_{GW}[G,W]$ is the set of terms of first order in $W$, with any labels. $\Psi_{\rm imp}[g_d,w_d]$ is the set of terms of any order with all labels equal to $d$. The sets for different sites have no term in common. The GW set and the set of site $d$ share the first-order term with labels $d$, which by the argument for Eq.~(\ref{local}) equals $\Psi_{GW}[g_d,w_d]$. The union, each term counted once, is
\begin{equation}
\Psi_{GW+EDMFT}=\Psi_{GW}[G,W]+\sum_d\Big(\Psi_{\rm imp}[g_d,w_d]-\Psi_{GW}[g_d,w_d]\Big).
\label{func}
\end{equation}
For one bracket the differential is
\begin{equation}
2\,\mathrm{tr}\big[(\Sigma^{xc}_{\rm imp}+gw)\,dg\big]-\tfrac12\,\mathrm{tr}\big[(P_{\rm imp}-2gg)\,dw\big],
\end{equation}
with $gw=g(\tau)w(\tau)$ and $gg=g(\tau)g(-\tau)$. From Eq.~(\ref{proj}), $dg=\sum d_i\,dG_{ij}\,d_j$ and $dw=\sum d_i^2\,dW_{ij}\,d_j^2$. Collecting the coefficients of $dG$ and $dW$ as in Eq.~(\ref{dPsi}) gives
\begin{align}
\Sigma_{ij}&=(\Sigma_H[v])_{ij}-G_{ij}W_{ij}+\sum_d d_id_j\big[\Sigma_{\rm imp}-\mathcal Un_d-(-gw)\big],\label{sig}\\
P_{ij}&=2G_{ij}G_{ji}+\sum_d d_i^2d_j^2\big[P_{\rm imp}-2gg\big].\label{pol}
\end{align}
Equations (\ref{dyson}), (\ref{proj}), (\ref{weiss}), (\ref{sig}) and (\ref{pol}) close the loop. The subtractions $-gw$ and $2gg$ are the two derivatives of one term, and they contain no adjustable quantity.

\section{Consequences, limits and the comparison with DFT+DMFT}

The symbols carried over are these. $G$ and $W$ are the Green's function and screened interaction, $G_0$ and $v$ the bare ones, and $\Gamma=F+\Psi$ is stationary at the Dyson equations, with $d\Psi=2\,\mathrm{tr}(\Sigma^{xc}dG)-\tfrac12\mathrm{tr}(P\,dW)$. The terms of $\Psi$ are skeleton diagrams that do not fall apart on cutting two $G$ lines, two $W$ lines or one $W$ line. The first two are $\Psi_{GW}$, giving $\Sigma=-GW$ and $P=2GG$, and $\Psi_2$. For an orbital $d$ the projections are $g=\sum d_iG_{ij}d_j$ and $w=\sum d_i^2W_{ij}d_j^2$, the impurity has sources $\mathcal G,\mathcal U$, and GW+EDMFT adds $d_id_j[\Sigma_{\rm imp}-\mathcal Un_d+gw]$ to the GW self-energy and $d_i^2d_j^2[P_{\rm imp}-2gg]$ to the GW polarization. The time-free model has $G_0^{-1}=-A$.

Q. Suppose I ignore your bookkeeping and drop one of the subtractions. What goes wrong, quantitatively?

A. One of the two functions loses an order of accuracy in the interaction: $G$ if $-gw$ is not subtracted, $W$ if $2gg$ is not. Scale $v\to sv$ with small $s$, so that $W=O(s)$. The bracket $\Psi_{\rm imp}-\Psi_{GW}$ starts at second order in $w$, so the functional agrees with the exact $\Psi$ at first order and differs at $O(W^2)$ by the non-local part of $\Psi_2$. Differentiating with respect to $G$ keeps the order and differentiating with respect to $W$ lowers it by one: $\delta\Sigma=O(s^2)$ and $\delta P=O(s)$. Linearizing the Dyson equations gives $\delta G=G\,\delta\Sigma\,G=O(s^2)$ and $\delta W=W\,\delta P\,W=O(s^3)$. The feedback terms are smaller: $\delta G$ changes $\Sigma$ at $O(s^3)$ and $P$ at $O(s^2)$, and $\delta W$ changes $\Sigma$ at $O(s^3)$. If $-gw$ is not subtracted, then $\delta\Sigma=-gw=O(s)$ and $\delta G=O(s)$. If $2gg$ is not subtracted, then $\delta P=O(1)$ and $\delta W=O(s^2)$.

The self-consistent equations were solved in the time-free model and compared with the exact solution. With the three sites as correlated orbitals, the measured orders are $2.046$ for $G$ and $3.047$ for $W$. They fall to $1.019$ for $G$ without the self-energy subtraction and to $2.028$ for $W$ without the polarization subtraction. With the single orbital $d=(3,2,1)/\sqrt{14}$ they are $2.045$ and $3.032$. At finite coupling the size of the doubly counted piece is visible in $\Psi$ itself. For the listed $G$ and $W$ the exact value is $-0.566917$, GW gives $-0.638500$ and Eq.~(\ref{func}) gives $-0.581692$, while the subtracted local term is $-0.598000$. Leaving it in would give $-0.581692-0.598000=-1.179692$, about twice the exact value.

Q. There is another natural recipe. Compute the full GW self-energy, project it on $d$, throw that block away and insert the impurity result. Is that not equally free of parameters?

A. It is free of parameters, but in general it is a different scheme, less accurate by one order in $G$ at weak coupling and without a functional. Write $(GW)_{dd}=\sum d_iG_{ij}W_{ij}d_j$ and split $G=d\,g\,d^T+Y$, where $Y$ has no $dd$ element. Then
\begin{equation}
(GW)_{dd}=g\sum d_i^2W_{ij}d_j^2+\sum d_id_jW_{ij}Y_{ij}=gw+f,\qquad f=\sum d_id_jW_{ij}Y_{ij}.
\end{equation}
The block recipe removes $-(GW)_{dd}$ in place of $-gw$, so its self-energy differs from Eq.~(\ref{sig}) by $d_id_jf$. The term $-f$ is exchange and screened exchange acting on an electron in $d$ through the part $Y$ of the Green's function, which holds the states outside $d$ and their mixing with $d$. The impurity does not contain it, so the recipe loses a first-order diagram and $\delta G=O(s)$. If $d$ is a single point of the index set, $d_i=\delta_{i1}$, then $f=W_{11}Y_{11}=0$ and the two recipes coincide. This covers one-band lattice models with density--density interactions. For an orbital that extends over several points and a generic $Y$ it fails unless $W$ is constant over the orbital, in which case $f\propto\sum d_iY_{ij}d_j=0$.

The recipe also has no functional. It adds the one-form $2f\,dg$ to Eq.~(\ref{dPsi}). This is a differential only if $df\wedge dg=0$, that is, if $f$ varies only through $g$. But $f=(GW)_{dd}-gw$ has $\partial f/\partial G_{ij}=d_id_j(W_{ij}-w)$, which is not proportional to $\partial g/\partial G_{ij}=d_id_j$ unless $W$ is constant over the orbital. In the self-consistent solution for $d=(3,2,1)/\sqrt{14}$, $(GW)_{dd}=-0.22741$ and $gw=-0.18364$, so $f=-0.04377$, about a quarter of $gw$. The measured order of the error of $G$ in the block recipe is $1.013$. The program also tests that the two recipes agree for site orbitals.

Q. Why should I care whether a functional exists?

A. Because it makes different routes to the same quantity agree. Let $\Omega$ be the stationary value of $\Gamma$ for any approximate $\Psi[G,W]$. When a source changes, the induced changes of $G$ and $W$ do not contribute, so only the explicit dependence of $F$ remains, $d\Omega=-2\,\mathrm{tr}(G\,dG_0^{-1})$ at fixed $v$. A chemical potential enters as $G_0^{-1}\to G_0^{-1}+\mu$, so $d\Omega/d\mu=-2\,\mathrm{tr}\,G=-N$ in the time-free model; with time both sides carry a factor $\beta$. A site potential enters as $G_0^{-1}\to G_0^{-1}-\phi$, so $n_i=\partial\Omega/\partial\phi_i$ and the response $\partial n_i/\partial\phi_j$ is a matrix of second derivatives, hence symmetric.

Both statements are tested. The values of $-d\Omega/d\mu$ from finite differences and of $N$ from $G$ are both $-3.4281328$ for site orbitals and both $-3.3728825$ for the orbital $d$, the negative sign being a feature of the time-free model. The largest asymmetry of the response is below $10^{-9}$ in both cases. For the block recipe it is $7.4\times10^{-3}$.

The Hartree term offers a second example. If one subtracts $v_{dd}n_d$, with $v_{dd}=\sum d_i^2v_{ij}d_j^2$, in place of $\mathcal Un_d$, the self-energy acquires the extra term $d_id_j(\mathcal U-v_{dd})n_d$. The corresponding one-form is $2(\mathcal U-v_{dd})n_d\,dg$, and $\mathcal U$ depends on $w$ as well as on $g$ through Eq.~(\ref{weiss}), so the form is not closed. The measured asymmetry is $6.8\times10^{-4}$ for site orbitals.

Q. Show me one complete solution with its numbers.

A. Take the matrices $A$ and $v$ listed in the numerical check, with the sites as correlated orbitals. The converged values on site 1 are $g=-0.56632$ and $w=0.38051$, and the impurity that reproduces them has $a=-\mathcal G^{-1}=1.92793$ and $\mathcal U=0.31257$. The closed form gives $\Sigma_{\rm imp}=-\mathcal U/a=-0.16213$. Equation (\ref{weiss}) is obeyed: $1/g+\Sigma_{\rm imp}=-1.7658-0.1621=-1.9279$, and $1/w+P_{\rm imp}=2.6281+0.5712=3.1993=1/0.3126$. The subtractions are
\begin{align}
\mathcal Un_d&=0.31257\times2\times(-0.56632)=-0.35403,\nonumber\\
\Sigma^{xc}_{\rm imp}&=-0.16213+0.35403=0.19190,\nonumber\\
\Sigma^{xc}_{\rm imp}-(-gw)&=0.19190-0.21549=-0.02359,\nonumber\\
P_{\rm imp}-2g^2&=0.57121-0.64143=-0.07022 .\nonumber
\end{align}
The impurity thus corrects the local GW self-energy and the local bubble by about $11\%$ each. The interaction $\mathcal U$ differs from $v_{11}=0.3$, and using $v_{11}$ in the Hartree subtraction would shift the self-energy by $0.01257\times(-1.13264)=-0.0142$, more than half of the correction just computed. The results are
\begin{center}
\begin{tabular}{lccc}
 & exact & GW & GW+EDMFT\\
$G_{11}$ & $-0.56829$ & $-0.55474$ & $-0.56632$\\
$G_{12}$ & $-0.11827$ & $-0.11222$ & $-0.11621$\\
$W_{11}$ & $0.37913$ & $0.38803$ & $0.38051$\\
$W_{12}$ & $0.14885$ & $0.15495$ & $0.15061$\\
$\Omega$ & $-4.09677$ & $-4.12430$ & $-4.09917$
\end{tabular}
\end{center}
Relative to the exact values, the error of $G_{11}$ falls from $2.4\%$ to $0.35\%$ and that of $G_{12}$ from $5.1\%$ to $1.7\%$. This improvement is an observation for one parameter set. Correct counting does not guarantee it.

Q. Then what is guaranteed when the local interaction is strong?

A. Two things, both for site orbitals. First, scale the off-diagonal elements of $G$ and $W$ by $\epsilon$ and keep the local ones fixed, at first within the radius of convergence of the series. Assign a site to every vertex of a diagram that is not purely local, and collect the vertices on one site. Fermion lines form closed loops, so an even number of $G$ lines leaves this group. One leaving line would have to be a $W$ line, and two would be two $G$ lines or two $W$ lines. The skeleton property forbids all three cases, so every non-local term has at least three non-local lines, and $\Psi-\sum_d\Psi_{\rm imp}=O(\epsilon^3)$. The non-local GW term $G_{12}G_{21}W_{12}$ is itself of order $\epsilon^3$. Other terms of that order remain missing: the same three lines with local vertex corrections at their ends, already present in $\Psi_2$ as $G_{12}G_{21}W_{12}G_{11}^2W_{11}$, and the diagrams with three lines $W_{12}$. The error of Eq.~(\ref{func}) is therefore still $O(\epsilon^3)$, the same power as for EDMFT alone. What GW removes is the part of the coefficient that is of first order in $W$. The measured order is $3.006$. Two of the three local values of $g^2w$ in this test, $0.192$ and $0.284$, lie outside the radius of convergence of the one-site series, which is $0.141$, the smallest $|x|$ at which $dx/dy=0$ in Eq.~(\ref{xy}). The power $\epsilon^3$ persists there because the coefficients of $\epsilon$ and $\epsilon^2$ vanish identically inside the radius, and therefore also on the analytic continuation along the branch connected to weak coupling. When local vertex corrections are large, the functional gives no reason to trust the non-local GW terms quantitatively.

Second, the scheme is exact if $v$ acts on one correlated site only. Then $W=v-v\chi v$ has only the element $W_{11}$, and the bosonic traces are restricted to it. Every vertex of every diagram lies on site 1, so $\Psi[G,W]=\Psi_{\rm imp}[G_{11},W_{11}]$, while $\Psi_{GW}[G,W]=\Psi_{GW}[g,w]$ cancels in Eq.~(\ref{func}). For $v=\mathrm{diag}(0.8,0,0)$ the self-consistent $G$ agrees with the exact one to rounding error, $2\times10^{-16}$ in the matrix norm, where GW is off by $0.0791$.

The subtractions $-gw$ and $2gg$ follow from the single term that GW and the impurity share, and the model without time shows what is lost when they are omitted or replaced. It remains to test the counting on a Hamiltonian, to compare with DFT+DMFT, and to state the conditions under which the scheme is unambiguous.
